How the electronic zT of a Lorentzian resonance diverges

**Problem**

Two electron reservoirs exchange electrons through one spin-degenerate level at energy E₀. The level is held at a fixed distance ε₀ = E₀ − μ from the Fermi level μ, with ε₀ ≠ 0. Electrons cross coherently and without interacting, with the transmission

T(E) = a γ²/[(E − E₀)² + γ²], γ = Γ/2, 0 < a ≤ 1.

Γ is the full width at half maximum. It does not depend on energy, and the bands of the leads extend many kT to either side of μ. Phonons carry no heat, and the voltage and temperature differences are small enough for linear response. The temperature T is fixed; the transmission is always written T(E).

How does the electronic figure of merit zT behave as Γ → 0? Find the power of kT/Γ, its coefficient, and the level position that makes the coefficient largest.

**What has to be calculated**

The particle and heat currents from left to right are

J_N = (2/h) ∫ T(E)(f_L − f_R) dE,
J_Q = (2/h) ∫ T(E)(E − μ)(f_L − f_R) dE,

where the 2 counts spin. Let w(E) = −∂f/∂E. To first order in the differences Δμ and ΔT (left minus right),

f_L − f_R = w(E)[Δμ + (E − μ)ΔT/T].

With L_n = ∫ T(E)(E − μ)ⁿ w(E) dE, the currents become

J_N = (2/h)(L₀Δμ + L₁ΔT/T),
J_Q = (2/h)(L₁Δμ + L₂ΔT/T).

An electron has charge −e, so the electric current is −eJ_N and Δμ = −eΔV. At ΔT = 0 this gives the conductance G = (2e²/h)L₀. On open circuit J_N = 0, hence Δμ = −(L₁/L₀)ΔT/T. The Seebeck coefficient, defined as S = −ΔV/ΔT on open circuit, and the thermal conductance K = J_Q/ΔT on open circuit are then

S = −L₁/(eT L₀),
K = (2/hT)(L₂ − L₁²/L₀).

Inserting all three,

zT = GS²T/K = L₁²/(L₀L₂ − L₁²). (1)

Every L_n contains one factor a. Numerator and denominator of (1) both contain a², so a cancels: unequal coupling to the two leads lowers the peak but leaves zT unchanged at fixed Γ. From here on a = 1.

**A tempting solution**

A resonance of width Γ lets through electrons within about Γ of E₀. When Γ ≪ kT, w hardly changes over that interval, so the peak may be replaced by a window of unit height and width Γ centred on E₀. Write y = E − E₀ and w₀ = w(E₀). Then

L₀ = Γw₀,
L₁/L₀ = ε₀,
L₂/L₀ = ε₀² + (1/Γ)∫ y² dy = ε₀² + Γ²/12,

with the last integral taken from −Γ/2 to Γ/2. Equation (1), divided through by L₀², gives

zT = ε₀²/(Γ²/12) = 12 (ε₀/kT)² (kT/Γ)².

The true peak is rounded rather than square, but that should only change the 12. The answer would be a divergence as (kT/Γ)².

**Where it goes wrong**

The algebra is right for the window. The fault is the belief that rounding the peak only changes a number. The denominator of (1) measures the spread in energy of the transmitted electrons, and a spread weights each electron by y². For the Lorentzian the weighted transmission is

y²T(E) = γ²y²/(y² + γ²),

which tends to the constant γ² when |y| ≫ γ. It does not fall off outside the peak. The factor w(E) ends the integral, at a distance of order kT, however narrow the peak is. The tails contain few electrons, but these are far enough from E₀ to dominate the spread.

The size of the error follows at once. The integral of y²T(E)w is about γ², because w has unit area. The integral of T(E)w is about πγw₀, because the Lorentzian has area πγ. Their ratio, the variance, is γ/(πw₀). Since w₀ is of order 1/kT at fixed ε₀/kT, the variance is of order ΓkT and not Γ².

**The right solution**

Define moments about the level,

M_n = ∫ T(E) yⁿ w(E) dE.

Since E − μ = ε₀ + y,

L₀ = M₀,
L₁ = ε₀M₀ + M₁,
L₂ = ε₀²M₀ + 2ε₀M₁ + M₂.

In the denominator of (1) the terms with ε₀ cancel:

L₀L₂ − L₁² = ε₀²M₀² + 2ε₀M₀M₁ + M₀M₂ − (ε₀M₀ + M₁)² = M₀M₂ − M₁².

Three moments are needed.

For M₂, use y²/(y² + γ²) = 1 − γ²/(y² + γ²). The area under w is f(−∞) − f(∞) = 1, so

M₂ = γ²(1 − M₀). (2)

No approximation in Γ/kT enters here.

For M₀, write T(E) = γ · γ/(y² + γ²). The second factor has area π and concentrates at y = 0 as γ → 0, so

M₀ → πγw₀.

For M₁, combine the contributions of +y and −y:

M₁ = γ² ∫₀^∞ [y/(y² + γ²)] [w(E₀ + y) − w(E₀ − y)] dy.

At small y the difference of the two w's is proportional to y. The integral therefore stays finite as γ → 0, and M₁ is of order γ².

The numerator of (1) tends to (ε₀πγw₀)². In the denominator M₀M₂ → πγ³w₀, while M₁² is of order γ⁴ and drops out. Therefore

zT → ε₀²π²γ²w₀²/(πγ³w₀) = πε₀²w₀/γ.

With x = ε₀/kT, the Fermi function gives w₀ = sech²(x/2)/(4kT). Together with γ = Γ/2,

zT → (π/2) x² sech²(x/2) (kT/Γ), at fixed x ≠ 0. (3)

The divergence is of first power. At x = 0 there is none: w is then even in y, L₁ vanishes, and zT = 0 for every Γ.

To find the best position, set the derivative of the logarithm of x² sech²(x/2) to zero:

2/x − tanh(x/2) = 0, or x tanh(x/2) = 2.

For x > 0 the left side of the second form rises steadily from zero, so there is one root, x = 2.399. The coefficient vanishes at x = 0 and at infinity, so the root is its maximum. The coefficient is even in x, and a level equally far below μ does as well, with S of the opposite sign. At the maximum

zT → 2.760 kT/Γ.

**What each coefficient does**

The same moments give the three transport coefficients in the narrow limit:

G → (2e²/h)πγw₀,
S → −ε₀/(eT),
K → 2γ²/(hT).

The conductance comes from the peak and is proportional to Γ. The thermal conductance comes from the tails and is proportional to Γ². Its limit does not contain ε₀, because the tail makes y²T(E) the same constant throughout the thermal window, wherever the level lies. Had the peak alone carried the heat, K would have been of order Γ³, and zT would have grown as Γ⁻².

The share of the tails can be calculated. Within |y| < Y = 10Γ = 20γ, with w taken as w₀, the contribution to M₂ is

2w₀γ²∫₀^Y [1 − γ²/(y² + γ²)] dy = 2w₀γ³(20 − arctan 20) = 36.96 w₀γ³.

Divided by γ² this is 36.96 w₀γ. At the best position w₀ = 0.0763/kT, and for Γ/kT = 0.01 the share inside is 36.96 × 0.0763 × 0.005 = 0.014. Direct integration gives 0.986 for the share outside, in agreement.

**Other line shapes**

If the Lorentzian is cut off at |y| = 20γ, and the cut moves inward together with Γ, the variance is

γ²(20 − arctan 20)/arctan 20 ≈ 12γ²,

and the second power returns. A cut at a fixed energy is different. If it leaves E₀ and a fixed part of the thermal window open, M₂ tends to γ² times the area of w in that part. This area is less than one, so the coefficient in (3) rises, but the power remains one.

A smooth peak of fixed shape in y/γ also restores the second power if its tails fall faster than |y|⁻³, for then the integral of y²T(E) converges within the peak. Take T(E) = γ⁴/(y⁴ + γ⁴), which has the same full width 2γ. With u = y/γ the leading moments are

M₀ = w₀γ ∫ du/(1 + u⁴),
M₂ = w₀γ³ ∫ u² du/(1 + u⁴).

Both integrals converge within a few widths, and the substitution u → 1/u turns one into the other, so they are equal. M₁ comes from the slope of w and is of order γ³, which makes M₁²/M₀² of order γ⁴. The variance is therefore γ² to leading order, and

zT → ε₀²/γ² = 4x²(kT/Γ)².

Numerical integration at x = 2.399, with Γ/kT lowered from 10⁻³ to 10⁻⁴, gives powers of 1.0000 for the Lorentzian and 2.0000 for both the square window and the Lorentzian cut at 10Γ.

**The result at finite width**

The limit does not say how small Γ must be. For that, M₀ and M₁ can be found in closed form. Combine them as

Z = ∫ w γ/(γ − iy) dE = M₀ + iM₁/γ,

which follows from γ/(γ − iy) = γ(γ + iy)/(γ² + y²). Next write

1/(γ − iy) = ∫₀^∞ e^{−(γ − iy)t} dt, y = (E − μ) − ε₀.

The energy integral is now the Fourier transform of w. Use f as the variable: w dE = −df and e^{(E−μ)/kT} = (1 − f)/f. With τ = kTt,

∫ w e^{i(E−μ)t} dE = ∫₀¹ (1 − f)^{iτ} f^{−iτ} df = πτ/sinh(πτ).

The last step is Euler's beta integral B(1 + iτ, 1 − iτ), evaluated with the reflection formula of the factorial function. Hence

Z = γ ∫₀^∞ e^{−(γ + iε₀)t} πkTt/sinh(πkTt) dt.

Put s = 2πkTt and use (s/2)/sinh(s/2) = s e^{−s/2}/(1 − e^{−s}). The trigamma function is ψ₁(z) = ∫₀^∞ s e^{−zs}/(1 − e^{−s}) ds, so

Z = b ψ₁(1/2 + b + iη), b = γ/(2πkT), η = ε₀/(2πkT).

Let Z = p + iq, so that M₀ = p and M₁ = γq. With (2), M₀M₂ − M₁² = γ²(p − p² − q²), and

zT = (ε₀p + γq)²/[γ²(p − |Z|²)] = (ηp + bq)²/[b²(p − |Z|²)]. (4)

This holds for any Γ/kT within the model. For x = 0.7, 2.4, −3 and 5, each with Γ/kT = 3, 0.3 and 0.01, it was tested against direct integration of (1) and agreed within a relative tolerance of 10⁻⁷.

Now expand in b. Let A and B be the real and imaginary parts of ψ₁(1/2 + iη), and D the real part of its derivative ψ₂ there. Then p = bA + b²D and q = bB to the order needed, so

ηp + bq = b[ηA + b(ηD + B)],
p − |Z|² = b[A + b(D − |ψ₁|²)].

Substitution into (4) and expansion of the quotient give

zT = η²A/b + 2η(ηD + B) − η²(D − |ψ₁|²) + O(b)
= η²A/b + C + O(b),
C = η²(D + |ψ₁|²) + 2ηB.

The first term is (3), since bA = πγw₀. At the best position C = −0.316. For Γ/kT = 0.1, equation (3) gives 27.60 and direct integration 27.28. Even at Γ = kT the two values are 2.76 and 2.40, so the limiting law is then 15 % above the integrated value.

The law fails sooner when the level is far from μ. There w₀ is exponentially small, and electrons near μ that pass through the tail, with transmission about γ²/ε₀², compete with the peak. The peak dominates M₀ when πγw₀ ≫ γ²/ε₀², that is, when πε₀²w₀/γ ≫ 1. For |x| ≫ 1 the law can thus be trusted where it predicts a large zT. The condition is sufficient but not necessary. The tail electrons near μ add little to L₁, and their part of M₀M₂, about γ⁴/ε₀², is cancelled at leading order by M₁². At x = 20, where the law predicts only 0.3, the integrated value is 1.09 times as large. At x = 10 the coefficient in (3) is only 0.0285. For Γ/kT = 0.1 the law predicts 0.29, and the integrated value is 1.50 times as large; for Γ/kT = 0.01 it predicts 2.9, and the ratio is 1.05.

**A numerical case**

Take T = 1 K, Γ = 0.01 meV and ε₀ = 0.2 meV. Then kT = 0.08617 meV, kT/Γ = 8.617 and x = 0.2/0.08617 = 2.321, close to the best position. Equation (3) gives

zT ≈ 1.571 × 5.387 × 0.32565 × 8.617 = 23.7.

Direct integration gives G = 1.163 μS, S = −191.8 μV/K and K = 1.829 fW/K, so

zT = (1.163×10⁻⁶)(1.918×10⁻⁴)²(1)/(1.829×10⁻¹⁵) = 23.4.

Including C in the law also gives 23.4. The square window would have given 12 × (0.2/0.01)² = 4800, about 200 times too much.

The departures of S and K from the narrow limit have definite signs. That of G does not: it is positive here, but negative for a level close to μ. In the narrow limit S would be −200 μV/K. For ε₀ > 0 the point E₀ + y lies farther from μ than E₀ − y, so M₁ is negative: the tails draw the mean transported energy towards μ and reduce |S|. The limit of K is 1.937 fW/K. The actual K is smaller because M₂ = γ²(1 − M₀) is below γ², and M₁²/M₀ is subtracted as well.

**Comparison with a real dot**

These numbers can be set beside a quantum dot in an InSb nanowire, with round device parameters and rough material values: effective mass 0.014 electron masses, gap 0.24 eV, relative permittivity 17. For a dot 100 nm long in a wire 60 nm thick, hard-wall confinement in a nonparabolic band puts the next axial level Δ = 6.8 meV higher. In a symmetric dot it has opposite parity. If its width is also Γ, the two tail amplitudes combine so that y²T(E) ≈ γ²/(1 − y/Δ)² ≈ γ²(1 + 2y/Δ). The mean of y over the thermal window is −ε₀, so K changes by about −2ε₀/Δ = −6 %. The full two-level integration raises zT by 5.9 %, to 24.8. Equal widths understate the change, because thin barriers transmit more at higher energy; the next level is then about eight times broader. Broadening that one level in the two-level formula overshoots (zT ≈ 37), so all levels must be counted together through the full transmission. For two equal delta-function barriers in a parabolic band, with a hard-wall spacing of 6.8 meV and the same Γ and ε₀, the exact transmission gives zT = 29.3, which is 25 % above the single Lorentzian. The figure depends on the model: with the parabolic hard-wall spacing of a 100 nm box, 8.1 meV, it is 28.3.

Coulomb repulsion is not small. Treating the dot as a sphere of radius 50 nm in a medium of permittivity 17 gives a charging energy near 1.7 meV, or 20 kT, so double occupation is suppressed. This is only an order of magnitude: surroundings of lower permittivity raise it and nearby gates lower it. In sequential tunnelling with equal couplings, let P₀ be the probability that the dot is empty. Averaging the currents at the two contacts gives a current proportional to (f_L − f_R)(2P₀ + P₁), where P₁ = 1 − P₀; two independent spins would give 2(f_L − f_R). In equilibrium P₀ = (1 − f)/(1 + f), with f taken at E₀, so the conductance is multiplied by (1 + P₀)/2 = 1/(1 + f) = 0.92. The corresponding change in the tail heat, and hence in zT, has not been calculated here, so 23.4 is the value for noninteracting electrons and not a prediction for this dot.

Of the effects estimated here, phonon heat matters most. One fully open acoustic branch conducts π²k²T/(3h). Four of them give 3790 fW/K, about 2070 times the electronic K, and zT falls from 23.4 to 0.011. Scattering of phonons would lower this leakage, and further open branches would raise it. Four is a low count for unscattered phonons here: in a wire 60 nm thick the next branches begin near ħω ≈ kT at 1 K, so they already carry heat.

Leakage also reverses the benefit of narrowing. With K_ph fixed and K ≪ K_ph, zT ≈ GS²T/K_ph, which is proportional to Γ and vanishes as Γ → 0. For four open branches the narrow-limit formula for K would reach K_ph at γ = π(2/3)^{1/2} kT ≈ 2.6 kT, which is outside the narrow regime. Within that regime, at this leakage and fixed x, a narrower level makes a worse device. The divergence in (3) belongs to the electrons alone. The remaining values are in the numerical output below.

Calculated quantities

```
best (E0-mu)/kT in the narrow limit: 2.3994
largest coefficient of kT/Gamma: 2.7598
constant term C at that position: -0.3157
power of kT/Gamma between Gamma/kT = 1e-3 and 1e-4:
  Lorentzian: 1.0000
  box: 2.0000
  Lorentzian cut at 10 Gamma: 2.0000
at best position: Gamma/kT, zT Lorentzian, leading law, zT box
  1.000       2.397       2.760  6.7814e+01
  0.100      27.275      27.598  6.9070e+03
  0.010     275.659     275.976  6.9083e+05
  0.001    2759.440    2759.756  6.9083e+07
share of M2 from beyond 10 Gamma, Gamma/kT=0.01: 0.9859
x=10, zT/leading law at Gamma/kT=0.1, 0.01, 0.0001: 1.4973, 1.0483, 1.0005
InSb dot: T = 1.0 K, kT = 0.08617 meV
Gamma = 0.01 meV, E0-mu = 0.2 meV
kT/Gamma = 8.6173, (E0-mu)/kT = 2.3209
G = 1.1630 uS (narrow limit 1.1498 uS)
S = -191.76 uV/K (narrow limit -200.00 uV/K)
K_el = 1.8291 fW/K (narrow limit 1.9370 fW/K)
electronic zT = 23.382
leading law = 23.744, with C = 23.389
dot length 100 nm, wire diameter 60 nm
rough InSb inputs: m*/m = 0.014, gap = 0.24 eV, eps_r = 17
level spacing: axial 6.80 meV, transverse 21.60 meV
zT with next axial level = 24.760 (+5.89 %)
charging energy, sphere estimate = 1.69 meV = 19.7 kT
sequential G with / without blockade = 0.9179
K_phonon, four open branches = 3785.7 fW/K
K_phonon/K_el = 2069.7
zT with this phonon heat = 0.01129
```
